# Height-Dependent Energy of a Charge Sheet in a Periodic Dielectric Slab, part 2

A charged defect in a two-dimensional layer is computed in a periodic cell with vacuum above and below. At fixed in-plane area $A$, the energy grows linearly with the cell height $L$ in tall cells. Part 1 treated the plane-averaged charge: a sheet of charge $q=\sigma A$ at $z=0$, in a slab $|z|<d/2$ with dielectric constant $\varepsilon$ along $z$, and a uniform background of charge $-q$ filling the whole cell.

Gaussian units are used. The added charge density $\rho$ (sheet and background), displacement $D$, field $F$ and potential $\phi$ obey

$$\frac{dD}{dz}=4\pi\rho ,\qquad D=\varepsilon(z)F,\qquad F=-\frac{d\phi}{dz}.$$

The potential is periodic, and $E$ is the energy per cell, half the integral of charge density times potential. With $\kappa=1-1/\varepsilon$, Part 1 found

$$D(z)=2\pi\sigma\,\mathrm{sgn}(z)\left(1-\frac{2|z|}{L}\right),$$

$$E(L)=\frac{\pi q^2}{6A}\left[L-\kappa\left(3d-\frac{3d^2}{L}+\frac{d^3}{L^2}\right)\right],$$

$$\frac{dE}{dL}=\frac{\pi q^2}{6A}\left[1-\kappa\left(\frac{3d^2}{L^2}-\frac{2d^3}{L^3}\right)\right]\;\longrightarrow\;\frac{\pi q^2}{6A}\qquad(L\to\infty).$$

The form of $D$ follows from mirror symmetry and contains no dielectric constant. If the slab instead thickens with the cell, $d=sL$ with fixed $s$, then

$$E=\frac{\pi q^2L}{6A}\left\{1-\kappa\left[1-(1-s)^3\right]\right\},$$

and for $s=1/2$ the factor in braces is $1-7\kappa/8$.

The potential drops from sheet to slab face, and from face to the middle of the vacuum, are

$$\phi(0)-\phi\!\left(\tfrac d2\right)=\frac{\pi qd}{\varepsilon A}\left(1-\frac{d}{2L}\right),\qquad \phi\!\left(\tfrac d2\right)-\phi\!\left(\tfrac L2\right)=\frac{\pi q(L-d)^2}{2AL}.$$

Below, $e$ is the elementary charge, $m$ the electron mass, $\hbar$ the reduced Planck constant and $\omega$ the angular frequency of an electron in a parabolic well. Where both directions matter, $\varepsilon_\perp$ and $\varepsilon_\parallel$ are the dielectric constants out of the plane and in the plane, and $G=|\mathbf G|$.

## Part 2. Real layers and a worked cell

The symbols are those of Part 1. A cell of area $A$ and height $L$ contains a slab of thickness $d$ and out-of-plane dielectric constant $\varepsilon$, centred at $z=0$; $\kappa=1-1/\varepsilon$. A sheet of charge $q=\sigma A$ lies at the centre, and a uniform background of charge $-q$ fills the cell. The displacement is $D=2\pi\sigma\,\mathrm{sgn}(z)(1-2|z|/L)$, and the energy is

$$E=\frac{A}{8\pi}\int\frac{D^2}{\varepsilon(z)}dz=\frac{\pi q^2}{6A}\left[L-\kappa\left(3d-\frac{3d^2}{L}+\frac{d^3}{L^2}\right)\right].$$

Its slope tends to $s_\infty=\pi q^2/(6A)$.

Take as an example a monolayer of MoS$_2$ in which one molybdenum atom is replaced by rhenium, a donor, in the charge state $q=+e$. The parameters are rough typical values: lattice constant 0.316 nm, thickness 0.60 nm, dielectric constant 6.5 out of the plane and 15 in the plane. A $5\times5$ cell has side 1.580 nm and area $A=2.162$ nm$^2$. With $e^2=1.440$ eV nm,

$$s_\infty=\frac{\pi\times1.440}{6\times2.162}=0.349\ \text{eV/nm},\qquad \kappa=1-\frac1{6.5}=0.846 .$$

The limiting offset is $-3s_\infty\kappa d=-0.531$ eV. At $L=3$ nm the round bracket in $E$ is $1.800-0.360+0.024=1.464$ nm, so

$$E=0.3487\,(3-0.8462\times1.464)=0.614\ \text{eV}.$$

The slope there is $0.3487\,[1-0.8462\,(0.120-0.016)]=0.318$ eV/nm, about 9% below its limit. Other heights give:

| $L$ (nm) | $E$ (eV) | $dE/dL$ (eV/nm) |
|---|---|---|
| 1.5 | 0.176 | 0.245 |
| 2 | 0.310 | 0.285 |
| 4 | 0.940 | 0.331 |
| 6 | 1.613 | 0.340 |

The slope of $E$ comes within 1% of its limit above 9.35 nm; raw total energies also contain a first-order term, discussed at the end, whose slope is larger than this at such heights. A straight line through the energies at 2 and 3 nm has slope 0.304 eV/nm and meets $L=0$ at $-0.30$ eV, whereas the true asymptote meets it at $-0.53$ eV. The full formula should therefore be used at such heights.

The energy was tested against a direct numerical solution of Poisson's equation in the periodic cell, with the energy taken as half the sum of charge times potential. For $(L,d,\varepsilon)$ equal to (1.5, 0.6, 6.5), (3, 0.6, 6.5), (4, 2, 12), (2, 1.8, 3) and (6, 0.6, 50), lengths in nm, the largest relative difference was $2.2\times10^{-5}$. With $A$ and $d$ fixed, the numerical slope between 40 and 60 nm was 0.3487, 0.3486 and 0.3486 eV/nm for $\varepsilon=2$, 6.5 and 20. When the slab was instead given half the cell height, the slopes for $\varepsilon=2$ and 20 were 0.196 and 0.059 eV/nm, in accord with the factor $1-7\kappa/8$.

A layer one molecule thick has no sharp dielectric faces. Let $\varepsilon(z)$ be any even function that differs from 1 near the centre only. The displacement is unchanged, because its derivation used symmetry and not the shape of the profile. Then

$$E=\frac{\pi q^2}{6A}L-\frac{\pi q^2}{2A}\int\left(1-\frac1{\varepsilon(z)}\right)\left(1-\frac{2|z|}{L}\right)^2dz .$$

For large $L$ the last factor tends to 1 where the integrand matters. The slope is again $s_\infty$, and the product $\kappa d$ in the offset is replaced by $\int(1-1/\varepsilon)\,dz$. To this order the thickness and the dielectric constant need not be known separately. For the profile $\varepsilon=1+5.5\exp[-(z/0.3\ \text{nm})^4]$ the integral is 0.590 nm, which predicts an offset of $-3s_\infty\times0.590=-0.617$ eV. The numerical solution gave a slope of 0.3486 eV/nm and, at 60 nm, an offset of $-0.610$ eV. The difference of about 1% is of the expected size, thickness over height.

Some defects do not lie in the middle plane. Put the sheet at $z_0$ inside the slab, and let $u=z-z_0$ run from $-L/2$ to $L/2$, with the whole slab inside this range. One solution of Gauss's law is $D_p=2\pi\sigma(\mathrm{sgn}\,u-2u/L)$. A constant $D_c$ must be added to make the potential periodic. Define

$$J=\int\frac{dz}{\varepsilon}=L-\kappa d,\qquad B=\int\frac{D_p}{\varepsilon}dz=-\kappa\int_{\rm slab}D_p\,dz .$$

The last step holds because $D_p$ is odd in $u$ and integrates to zero over the cell. The slab extends from $u=-(d/2+z_0)$ to $u=d/2-z_0$, so

$$\int_{\rm slab}D_p\,dz=2\pi\sigma\left[-2z_0-\frac{(d/2-z_0)^2-(d/2+z_0)^2}{L}\right]=-4\pi\sigma z_0\left(1-\frac dL\right).$$

Periodicity requires $B+D_cJ=0$, hence $D_c=-B/J$, and

$$\int\frac{(D_p+D_c)^2}{\varepsilon}dz=\int\frac{D_p^2}{\varepsilon}dz+2D_cB+D_c^2J=\int\frac{D_p^2}{\varepsilon}dz-\frac{B^2}{J}.$$

The first term on the right also depends on $z_0$, through the slab integral of $(1-2|u|/L)^2=1-4|u|/L+4u^2/L^2$. Here

$$\int_{\rm slab}|u|\,du=\frac{d^2}{4}+z_0^2,\qquad \int_{\rm slab}u^2du=\frac{d^3}{12}+dz_0^2 .$$

The displacement of the sheet thus changes the slab integral by $-(4z_0^2/L)(1-d/L)$. This integral enters with the factor $-\kappa(2\pi\sigma)^2$. Collecting both effects, with $B=4\pi\sigma\kappa z_0(1-d/L)$,

$$\Delta E=\frac{2\pi q^2\kappa z_0^2}{AL}\left(1-\frac dL\right)\left[1-\frac{\kappa(1-d/L)}{1-\kappa d/L}\right].$$

Over the common denominator the numerator of the square bracket is $1-\kappa d/L-\kappa+\kappa d/L=1-\kappa$, so

$$\Delta E=\frac{2\pi q^2z_0^2}{AL}\,\frac{\kappa(1-\kappa)(1-d/L)}{1-\kappa d/L}.$$

This vanishes as $1/L$ and leaves the limiting slope alone. It is also zero for $\varepsilon=1$, where the position of the sheet cannot matter. For $z_0=0.155$ nm and $L=3$ nm it is 4.2 meV. The numerical solution agreed with the formula within 1% at 3 and 6 nm.

A real defect is localized in the plane too. Expand charge and potential in in-plane waves $e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ runs over the reciprocal lattice of the cell. The dielectric constants depend on $z$ alone, so each component obeys its own equation,

$$-\frac{d}{dz}\left(\varepsilon_\perp\frac{d\phi_G}{dz}\right)+\varepsilon_\parallel G^2\phi_G=4\pi\rho_G ,$$

and the energy is a sum over $\mathbf G$ without cross terms. The component $G=0$ is the plane average, which is the sheet problem. The background is uniform and enters there alone. For $G\ne0$, take a charge even in $z$ and confined to the slab. In the vacuum the potential is then symmetric about the cell boundary and proportional to $\cosh G(L/2-z)$. At the slab face this gives

$$\frac{1}{\phi_G}\frac{d\phi_G}{dz}=-G\tanh\frac{G(L-d)}{2}.$$

The height enters the $G\ne0$ problem through this condition alone, and the hyperbolic tangent differs from 1 by about $2e^{-G(L-d)}$. The lateral energy thus becomes constant exponentially fast, and the limiting slope of the localized defect is that of the sheet. For a Gaussian charge of standard deviation 0.10 nm in each direction, the lateral energy is 0.201 eV. It changes by 0.06 meV in magnitude between $L=1.5$ and 3 nm.

The sheet energy is nevertheless not the whole finite-size error. That error is the energy in the periodic cell less the energy of the same charge alone in an infinite layer, which is 0.628 eV here. The finite width must also be allowed for in the sheet term. Two independent Gaussian positions of standard deviation $w$ differ on average by $2w/\sqrt\pi$ in magnitude, and charges on parallel planes interact through $-2\pi|z-z'|/\varepsilon$. With the usual factor one half, the self-energy changes by $-2\sqrt\pi q^2w/(A\varepsilon)$. The background potential, $2\pi\sigma z^2/(L\varepsilon)$ in the slab, adds $2\pi q^2w^2/(AL\varepsilon)$. Together these give $-34$ meV at 3 nm, as does the numerical solution. The total error of second order in $q$ is

$$0.614-0.034+0.201-0.628=0.153\ \text{eV}.$$

A width of 0.08 nm gives 0.154 eV, so the assumed width has little influence as long as the charge is much narrower than the cell. A charge spread more widely in the plane changes the result: with the width along $z$ kept at 0.10 nm, in-plane widths of 0.3 and 0.5 nm give 0.185 and 0.242 eV. Subtracting the sheet energy alone, 0.614 eV, would turn an error of $+0.15$ eV into one of $-0.46$ eV. The sheet formula describes how the error changes with height; its constant part must come from the localized charge.

The sign of $q$ matters once electrons can move. For a negative defect the background is positive, and it forms a well for electrons in the middle of the vacuum. By the potential drop of Part 1, its depth below the slab face is $\pi e^2(L-d)^2/(2AL)$, which is 2.0 eV at 3 nm and 4.1 eV at 5 nm. By Poisson's equation the well is parabolic, with force constant $4\pi e^2/(AL)$, so its zero-point energy is

$$\frac{\hbar\omega}{2}=\frac\hbar2\sqrt{\frac{4\pi e^2}{mAL}},$$

or 0.18 eV at 5 nm. An electron at the conduction edge, taken to lie a rough 4 eV below the vacuum level at the slab face, finds a lower state in the well when the depth less the zero-point energy exceeds 4 eV. This happens at about 5 nm. This is a criterion for one-electron levels. For an extra electron at the conduction edge, it marks the height at which charge begins to leak in a mean-field calculation. If the highest filled level lies deeper, as at an acceptor, the leak begins in a taller cell: for a level 6 eV below the vacuum level, the same criterion gives about 7 nm. Just above that height only a fraction of an electron leaves, because the well becomes shallower as the charge moves into it. Moving the whole extra electron would bring no gain that grows with $L$: it is itself the charge of the defect, and the charged sheet would merely change its place. Once charge has spilled out, the law for the slope no longer applies. For the positive donor the background repels electrons, and this well is absent.

The model sits beside the real material as follows. One charge per 2.16 nm$^2$ is $4.6\times10^{13}$ cm$^{-2}$, a dense array chosen for its small cell and not a model of dilute doping. The averaged field is 6.4 MV/cm in the slab beside the sheet and 33 MV/cm in the vacuum at the slab face for $L=3$ nm. The potential drop from centre to face, 0.17 V, is small against a rough gap of 2 eV, so the averaged field does not bring the band edges across the half-slab into line; the field close to the defect is stronger and is not covered by this estimate. At 3 nm, raising $d$ by 0.05 nm lowers $E$ by 28 meV, and replacing $\varepsilon=6.5$ by 5 raises it by 24 meV. A device has no uniform background, and its layer may touch a dielectric. If the whole space outside the layer had a constant $\varepsilon_s$, the energy stored there would be divided by $\varepsilon_s$, and so would the limiting slope. A rough value of 4, as for silica, would reduce it to 0.087 eV/nm. At this charge density the averaged field in such a medium at the slab face would be 8.4 MV/cm for $L=3$ nm, close to the breakdown field of silica, roughly 10 MV/cm, so linear response is doubtful there. With such a dielectric on one side of the layer only, filling that half of the cell, and vacuum on the other, the limiting slope would be 0.159 eV/nm. It is this outer medium, and not the layer, whose dielectric constant sets the slope.

The energy $E$ is of second order in $q$. The background also interacts with the potential of the uncharged host. If the host has no net dipole and its plane-averaged potential $V_h(z)$ is measured from the vacuum level, this first-order term is $-(q/L)\int V_h\,dz$. The integral is confined to the layer, so the term falls as $1/L$ and does not affect the limiting slope. At finite height, however, it can be larger than $E$. A rough estimate follows from free atoms: for a neutral spherical atom, the volume integral of the potential is $(2\pi/3)\,e$ times the sum of $\langle r^2\rangle$ over its electrons. This sum is about 29 bohr$^2$ for sulfur, so the 50 sulfur atoms of the worked cell give 1.9 eV in magnitude at 3 nm, and the valence electrons of the metal atoms, with roughly 50 bohr$^2$ each, add about 1.7 eV more. Free atoms are a crude guide to a bonded layer, but the size is clear: the sulfur part alone still changes the slope by about 19% of $s_\infty$ at 9.35 nm. The table above holds the second-order part only, so raw total energies should not be compared with it until the first-order term has been treated consistently with the reference chosen for the electron levels.

## Calculated quantities

```
e^2 = 1.43996 eV nm
rough lattice constant = 0.316 nm, cell 5 x 5
cell side = 1.580 nm, area A = 2.1619 nm^2
rough slab thickness d = 0.60 nm
rough eps out of plane = 6.5, in plane = 15.0
kappa = 1 - 1/eps = 0.8462
limiting slope pi e^2/(6A) = 0.3487 eV/nm
limiting slope = 55.87 pN
limiting offset = -0.5312 eV
L = 1.5 nm: E formula 0.1761 eV, solver 0.1761 eV, slope 0.2449 eV/nm
L = 2.0 nm: E formula 0.3097 eV, solver 0.3097 eV, slope 0.2850 eV/nm
L = 3.0 nm: E formula 0.6142 eV, solver 0.6142 eV, slope 0.3181 eV/nm
L = 4.0 nm: E formula 0.9395 eV, solver 0.9395 eV, slope 0.3308 eV/nm
L = 6.0 nm: E formula 1.6126 eV, solver 1.6126 eV, slope 0.3405 eV/nm
solver slope near L = 3 nm = 0.3180 eV/nm
slope within 1 % of limit above L = 9.35 nm
largest relative error of energy formula = 2.2e-05
solver slope, 40 to 60 nm, eps = 2.0: 0.34867 eV/nm
solver slope, 40 to 60 nm, eps = 6.5: 0.34861 eV/nm
solver slope, 40 to 60 nm, eps = 20.0: 0.34860 eV/nm
solver slope with d = L/2, eps = 2.0: 0.19617 eV/nm
solver slope with d = L/2, eps = 20.0: 0.05885 eV/nm
smooth profile: slope = 0.34856 eV/nm
smooth profile: integral of 1 - 1/eps = 0.5900 nm
smooth profile: offset at 60 nm = -0.6099 eV
Neglected effects at L = 3 nm:
sheet displaced by 0.155 nm: +4.20 meV
sheet of Gaussian width 0.10 nm: -34.4 meV
d larger by 0.05 nm: -27.7 meV
eps 5.0 in place of 6.5: +23.6 meV
lateral energy, point-like charge = 0.2013 eV
its change from L = 1.5 to 3 nm = -6.1e-02 meV
isolated point-like charge, same width = 0.6283 eV
total finite-size error, width 0.10 nm = 0.1528 eV
total finite-size error, width 0.08 nm = 0.1541 eV
field at sheet inside slab = 6.44 MV/cm
vacuum field at slab face = 33.48 MV/cm
potential drop, centre to face = 0.1738 V; rough gap 2.0 eV
Opposite sign of charge, electron well in vacuum:
well depth at L = 3 nm = 2.009 eV
well depth at L = 5 nm = 4.051 eV
zero-point energy at L = 5 nm = 0.1786 eV, solver 0.1786 eV
spill height for rough affinity 4.0 eV = 5.12 nm
```
